\section*{Self-energy poles and the error of the linearized $G_0W_0$ quasiparticle equation, part 2}

In a $G_0W_0$ calculation the Green's function of orbital $p$ has its poles at the roots $E$ of $f(\omega)=\omega-\varepsilon-\Delta-\Sigma(\omega)$, with $\varepsilon$ the mean-field energy, $\Delta=\langle p|\Sigma_x-v_{xc}|p\rangle$ and $\Sigma$ the diagonal correlation self-energy. Hartree atomic units are used. $Z(\omega)=1/f'(\omega)=1/[1-\Sigma'(\omega)]$ is a spectral weight only at a root. Linearization, one Newton step from $\varepsilon$, gives
\begin{equation}
E_{\rm lin}=\varepsilon+Z(\varepsilon)\,[\Delta+\Sigma(\varepsilon)] .
\label{eq:lin}
\end{equation}
The belief under test is that this costs nothing of consequence and that $Z(\varepsilon)$ fairly estimates the weight.

Without broadening,
\begin{equation}
\Sigma(\omega)=\sum_{is}\frac{w_{is}^2}{\omega-\varepsilon_i+\Omega_s}+\sum_{as}\frac{w_{as}^2}{\omega-\varepsilon_a-\Omega_s}\equiv\sum_k\frac{a_k}{\omega-\omega_k},
\label{eq:poles}
\end{equation}
with $a_k>0$, occupied $i$, empty $a$, RPA excitation energies $\Omega_s$ and couplings $w$. Exactly one root lies between neighbouring poles, one below all poles and one above. With $h=E-\varepsilon$ and $d_k=\varepsilon-\omega_k$, every root obeys
\begin{equation}
E-E_{\rm lin}=Z(\varepsilon)\,h^2\sum_k\frac{a_k}{d_k^2\,(E-\omega_k)} .
\label{eq:err}
\end{equation}
\begin{equation}
\frac{|E-E_{\rm lin}|}{|h|}\le[1-Z(\varepsilon)]\,\max_k\frac{|h|}{|E-\omega_k|} .
\label{eq:bound}
\end{equation}

The model has a hole pole $\omega_1=\varepsilon-d$ and a particle pole $\omega_2$, with residues $a_1,a_2$; $d$ is varied. With
\begin{equation}
\Delta'=\Delta+\frac{a_2}{\varepsilon-\omega_2},\qquad B=1+\frac{a_2}{(\varepsilon-\omega_2)^2}\equiv\frac{1}{Z_{\rm bg}},
\end{equation}
to which further poles would only add terms,
\begin{align}
Z(\varepsilon)&=\frac{d^2}{Bd^2+a_1}=Z_{\rm bg}\,\frac{d^2}{d^2+a_1Z_{\rm bg}},\label{eq:Z}\\
E_{\rm lin}-\varepsilon&=\frac{\Delta'd^2+a_1d}{Bd^2+a_1}.\label{eq:corr}
\end{align}
For $|d|<\sqrt{a_1Z_{\rm bg}}$ this expands as
\begin{align}
E_{\rm lin}-\varepsilon&=\left(d+\frac{\Delta'}{a_1}d^2\right)\left(1-\frac{B}{a_1}d^2+\dots\right)\nonumber\\
&=d+\frac{\Delta'}{a_1}d^2-\frac{B}{a_1}d^3+O(d^4).\label{eq:series}
\end{align}

The parameters are $\varepsilon=-0.5$, $\Delta=-0.2$, $\omega_2=0.5$, $a_1=0.01$, $a_2=0.05$ (residues in Ha$^2$), so $\Delta'=-0.25$, $B=1.05$ and $Z_{\rm bg}=0.9524$. $E_{\rm main}$ is the root of largest weight. A program tests the results; the NaCl calculations start from PBE in the 6-31G basis unless another basis is named. The model gives the following values.

\begin{center}
\begin{tabular}{rrrrr}
$d$ & $Z(\varepsilon)$ & $E_{\rm lin}$ & $E_{\rm main}$ & $Z(E_{\rm main})$\\[2pt]
$1.000$ & 0.9434 & $-0.7264$ & $-0.7278$ & 0.9524\\
$0.240$ & 0.8173 & $-0.6703$ & $-0.8387$ & 0.4867\\
$0.100$ & 0.4878 & $-0.5732$ & $-0.7911$ & 0.7669\\
$0.050$ & 0.1980 & $-0.5099$ & $-0.7821$ & 0.8223\\
$0.020$ & 0.0384 & $-0.4904$ & $-0.7779$ & 0.8468\\
$0.005$ & 0.0025 & $-0.4956$ & $-0.7761$ & 0.8570\\
$-0.005$ & 0.0025 & $-0.5056$ & $-0.7749$ & 0.8633\\
$-0.020$ & 0.0384 & $-0.5288$ & $-0.7734$ & 0.8718\\
$-0.100$ & 0.4878 & $-0.6707$ & $-0.7667$ & 0.9046
\end{tabular}
\end{center}

At $d=1$ the belief holds. With $h=-0.22777$, $E-\omega_1=0.77223$ and $E-\omega_2=-1.22777$, equation \eqref{eq:err} gives
\begin{equation}
0.9434\times0.22777^2\times\left(\frac{0.01}{0.77223}-\frac{0.05}{1.22777}\right)=-0.00136\ \text{Ha},
\end{equation}
or $-0.037$~eV, which is $0.6\%$ of $h$ and lies below the bound of $1.7\%$ from \eqref{eq:bound}. With $\Delta$ readjusted at the same poles, halving $\Delta+\Sigma(\varepsilon)$ from $-0.02$ to $-0.01$ divides the error by $3.946$, near the factor $4$ of a quadratic law.

At $d=0.02$, $\omega_1=-0.52$, the same recipe gives
\begin{align}
\Delta+\Sigma(\varepsilon)&=-0.2+\frac{0.01}{0.02}-0.05=+0.25,\\
Z(\varepsilon)&=\frac{1}{1.05+0.01/0.02^2}=\frac{1}{26.05}=0.0384,\\
E_{\rm lin}-\varepsilon&=0.25/26.05=+0.0096 .
\end{align}
The roots are $-0.77790$, $-0.48271$ and $+0.54061$, with weights $0.8468$, $0.1213$ and $0.0319$. The first is confirmed by substitution, with distances $-0.2579$ and $-1.2779$ to the poles:
\begin{align}
\varepsilon+\Delta+\Sigma(E)&=-0.7-0.0388-0.0391=-0.7779,\\
Z(E)&=\frac{1}{1+0.1503+0.0306}=0.847 .
\end{align}
The true correction is $-0.2779$; the linearized one has the opposite sign, and the error is $-0.2875$~Ha or $-7.82$~eV, $103\%$ of the true correction. The reversed sign is expected for $0<d<a_1/|\Delta'|=0.04$, and the table shows the change between $d=0.02$ and $d=0.05$. At $d=-0.02$ the sign is right, but the step is $-0.0288$ out of $-0.2734$, an error of $-6.65$~eV. At $d=0.005$ the series \eqref{eq:series} gives $0.005-0.000625-0.000013=0.00436$, the printed value. In these cases the quasiparticle is well defined, with weight near $0.85$; the small $Z(\varepsilon)$ describes the starting point only.

\section{Iterating does not always repair it}

Adding $d$ to \eqref{eq:corr} locates the result relative to the pole:
\begin{equation}
E_{\rm lin}-\omega_1=\frac{d\,(Bd^2+a_1)+\Delta'd^2+a_1d}{Bd^2+a_1}=\frac{d\,(2a_1+\Delta'd+Bd^2)}{Bd^2+a_1}.
\end{equation}
The step stays on its side of $\omega_1$ when the quadratic is positive, which holds for all $d$ if $\Delta'^2<8a_1B$. Here $0.0625<0.0840$, and a scan over 1300 values of $d$ finds no crossing; with $a_1=0.001$ the inequality fails and 222 points cross. The program tests the sign rule at each point.

Repeated Newton steps are governed by $f''=-2\sum_ka_k/(\omega-\omega_k)^3$. For $d=-0.02$ the start lies below both poles, where $f''>0$, and $f(\varepsilon)=0.2+0.55>0$. A convex function lies above its tangent, so $f\ge0$ at the zero of the tangent: each step moves down without passing the root, and the bounded monotone sequence converges to $-0.77335$, the main root. For $d=+0.02$, $f(\varepsilon)=-0.25<0$, and on the stretch from $-0.5$ to $-0.483$ the $\omega_1$ term dominates and makes $f''<0$. The mirrored argument carries the iteration upward to $-0.48271$, the satellite of weight $0.12$. Both limits are tested. The second is a converged, exact root, and it is not the quasiparticle.

\section{Weak poles}

However small the residue, the error still tends to the whole correction as $d\to0$; what shrinks is the window of $d$ in which the step is spoiled. By \eqref{eq:Z}, $Z(\varepsilon)$ is halved at $|d|=\sqrt{a_1Z_{\rm bg}}$. There $Bd^2=a_1$, the denominator of \eqref{eq:corr} is $2a_1$, and $E_{\rm lin}-\varepsilon=(Z_{\rm bg}\Delta'+d)/2$. The effect on the main root is of another order. Let $f_0$ be $f$ at $a_1=0$, with root $E_0$ and weight $Z_0=1/f_0'(E_0)$. To first order in $a_1$, $f(E_0+\delta)=\delta/Z_0-a_1/(E_0-\omega_1)=0$, so $\delta=a_1Z_0/(E_0-\omega_1)$, valid for $|\delta|\ll|E_0-\omega_1|$. In the model $E_0=-0.74031$ and $Z_0=0.9685$. For $a_1=10^{-4}$ the half-width is $0.00976$, and a pole at that distance gives $E_{\rm lin}-\varepsilon=(-0.23810+0.00976)/2=-0.11417$, about half of $E_0-\varepsilon=-0.24031$, while the root moves by $-4.19\times10^{-4}$ (first-order estimate $-4.20\times10^{-4}$). For $a_1=10^{-6}$ the numbers are $0.00098$, $-0.11856$ and $-4.05\times10^{-6}$. The window scales as $\sqrt{a_1}$ and the physical shift as $a_1$.

\section{A pole near the solution}

The converse reading, that a large $Z(\varepsilon)$ certifies the step, fails too. At $d=0.24$ the pole $\omega_1=-0.74$ nearly coincides with $E_0$. Approximating the smooth part by $f_0\approx(\omega-E_0)/Z_0$ and setting $\omega_1=E_0$, the root condition is $(E-E_0)^2=a_1Z_0$, so $E=E_0\pm0.098$, that is $-0.839$ and $-0.642$, each with weight $1/(1/Z_0+1/Z_0)=Z_0/2=0.484$. The exact roots are $-0.83868$ and $-0.64188$ with weights $0.4867$ and $0.4815$. Yet $Z(\varepsilon)=0.8173$, and $E_{\rm lin}=-0.67026$ lies between the two, $0.168$~Ha ($4.58$~eV) above the slightly heavier root and $0.028$~Ha below the other. Here the splitting belongs to the model spectrum itself, and no single energy represents it.

\section{Finite broadening}

With a broadening $\eta$ the hole pole becomes $a_1/(\omega-\omega_1-i\eta)$, and the real part $a_1x/(x^2+\eta^2)$, $x=\omega-\omega_1$, is used in \eqref{eq:lin}. The far pole is left unbroadened. The quotient rule gives the slope $a_1[(x^2+\eta^2)-2x^2]/(x^2+\eta^2)^2$, so with $u=d^2$
\begin{equation}
\frac{1}{Z_\eta}=B-a_1s(u),\qquad s(u)=\frac{\eta^2-u}{(u+\eta^2)^2},
\end{equation}
and
\begin{equation}
s'(u)=\frac{-(u+\eta^2)-2(\eta^2-u)}{(u+\eta^2)^3}=\frac{u-3\eta^2}{(u+\eta^2)^3}.
\end{equation}
The minimum is at $|d|=\sqrt3\,\eta$, where $s=-2\eta^2/16\eta^4=-1/8\eta^2$, so the smallest positive value is $Z_\eta=1/(B+a_1/8\eta^2)$. The sign of $1/Z_\eta$ is that of $B(u+\eta^2)^2-a_1(\eta^2-u)=Bu^2+(2B\eta^2+a_1)u+B\eta^4-a_1\eta^2$, which increases for $u\ge0$. If $a_1>B\eta^2$ it starts negative and has one positive zero $u=d_*^2$: $Z_\eta$ diverges at $|d|=d_*$ and is negative inside. For $\eta=0.01$ the minimum is $1/(1.05+12.5)=0.0738$ at $d=0.0173$, the divergence is at $d_*=0.0098$, and $Z_\eta=1/(1.05-100)=-0.0101$ at $d=0$. At $d=\eta$ the slope vanishes and $Z_\eta=Z_{\rm bg}=0.9524$, although the pole term itself is at its maximum. The unbroadened result, a small positive $Z\approx d^2/a_1$, thus holds only for $\eta\ll|d|\ll\sqrt{a_1Z_{\rm bg}}$, while for $|d|\ll\eta$ and $a_1\gg B\eta^2$ the factor is small in magnitude but negative; at $d=0.1$ the broadened value $0.4949$ is close to the unbroadened $0.4878$. The slope of the pole becomes negligible at all $d$ only when $a_1\ll B\eta^2$, since $|s|\le1/\eta^2$.

\section{Three orbitals of NaCl}

The molecule is taken at a chosen bond length of $4.5$~bohr, with all poles of \eqref{eq:poles}, about a thousand per orbital, and $\eta=0$. The basis is small and the pole positions depend on it, so the numbers compare two ways of solving one equation and are not predictions of ionization energies. In particular, how close a pole comes to the Cl $3s$ energy changes erratically with the basis: at the same bond length $Z(\varepsilon)$ for this orbital is $0.51$ in 6-31G* (spherical $d$ functions), $0.13$ in cc-pVDZ and $0.06$ in def2-TZVP, the heaviest root lies at $-0.684$, $-0.713$ and $-0.695$ with weight between $0.2$ and $0.3$, and the linearized value misses it by $0.07$, $2.2$ and $1.8$~eV.

For the HOMO, of Cl $p$ character, $E_{\rm lin}=-0.18623+0.8135\,(-0.17078+0.06464)=-0.2726$, against a heaviest root at $-0.2638$. The error is $0.0087$~Ha ($0.24$~eV), $11\%$ of the correction $-0.0776$, and $Z(\varepsilon)=0.81$ overstates the weight $0.61$. The step is a usable estimate here but not a harmless one. The error is not converged with the basis: it is $0.31$~eV in 6-31G* and $0.38$~eV in def2-TZVP, where the weight of the root falls to $0.57$ and $0.53$ while $Z(\varepsilon)$ stays near $0.8$.

For Cl $3s$ a single pole at $d=-0.00196$ with residue $7.52\times10^{-4}$ supplies $a/d^2=195.63$ of $-\Sigma'(\varepsilon)=196.12$, so $Z(\varepsilon)=1/197.12=0.0051$. Collecting all other poles in the constants, $B=1+196.118-195.635=1.48$ and $\Delta'=\Delta+\Sigma(\varepsilon)-a/d=-0.5958+195.63\times0.00196=-0.212$. The first two terms of \eqref{eq:series} give $-0.00196-0.212/195.63=-0.0030$, the cubic term being of order $10^{-5}$, in agreement with $E_{\rm lin}-\varepsilon=-0.0030$. Because $|d|$ is as small as a common broadening, these values belong to $\eta=0$: with all poles broadened by $\eta=0.001$ the factor is $0.011$ and the correction $-0.0056$, and with $\eta=0.005$ they are $-0.057$ and $+0.015$. One feature differs from the model: the two heaviest roots, at $-0.7206$ and $-0.7715$, carry only $0.20$ and $0.12$ of the weight. The linear step is suppressed by one pole, but the full solution at this level offers no dominant quasiparticle to put in its place.

For the $\sigma$ component of Na $2p$, $Z(\varepsilon)=0.90$, and the pole contributing most to the slope is $1.31$ away, so the slope at $\varepsilon=-1.0962$ gives no warning. The weight is nonetheless divided between roots at $-1.5508$ ($0.35$) and $-1.4562$ ($0.28$), and by interlacing at least one pole lies between them. $E_{\rm lin}=-1.4557$ misses the heavier root by $0.095$~Ha ($2.59$~eV), $21\%$ of its correction $-0.4546$, and falls within $0.0005$ of the lighter one. For that root $h=-0.3600$, so by \eqref{eq:err} the pole sum is $-0.00046/(0.9015\times0.3600^2)\approx-0.004$, while its positive terms add to $+0.436$ and its negative terms to $-0.440$. The largest come from poles on either side of the root, $+0.356$ from $-1.504$ and $-0.282$ from $-1.398$; the steepest pole contributes only $0.0312/(1.308-0.360)=+0.033$. The signed terms nearly cancel; no reason for so close a cancellation is established here. The size of the miss belongs to this basis: the linearized value is $0.11$~eV from the heaviest root in 6-31G*, $0.05$~eV in def2-TZVP, and $4.6$~eV in cc-pVDZ, where a pole lies $0.0004$ from $\varepsilon$ and $Z(\varepsilon)=0.52$.

\section*{Computed values}
\begin{verbatim}
1 Ha = 27.2114 eV
model: eps=-0.5 Delta=-0.2 w2=0.5 eta=0.01 Ha; a1=0.01 a2=0.05 Ha^2
Dp=-0.2500 Ha  B=1.0500  Zbg=0.9524  Dp^2=0.0625  8*a1*B=0.0840 Ha^2
d/Ha  w1/Ha  Sig(eps)/Ha  Z(eps)  E_lin-eps/Ha  E_lin/Ha  E_main/Ha  Z_main
+1.000 -1.500 -0.0400 0.9434 -0.22642 -0.72642 -0.72777 0.9524
+0.240 -0.740 -0.0083 0.8173 -0.17026 -0.67026 -0.83868 0.4867
+0.100 -0.600 +0.0500 0.4878 -0.07317 -0.57317 -0.79107 0.7669
+0.050 -0.550 +0.1500 0.1980 -0.00990 -0.50990 -0.78209 0.8223
+0.020 -0.520 +0.4500 0.0384 +0.00960 -0.49040 -0.77790 0.8468
+0.005 -0.505 +1.9500 0.0025 +0.00436 -0.49564 -0.77607 0.8570
-0.005 -0.495 -2.0500 0.0025 -0.00561 -0.50561 -0.77494 0.8633
-0.020 -0.480 -0.5500 0.0384 -0.02879 -0.52879 -0.77335 0.8718
-0.100 -0.400 -0.1500 0.4878 -0.17073 -0.67073 -0.76674 0.9046
d=+1.00: roots/Ha -1.51269 -0.72777 +0.54047  Z 0.0159 0.9524 0.0317
   E_main-eps=-0.22777 Ha  E_main-E_lin=-0.00136 Ha = -0.037 eV
d=+0.24: roots/Ha -0.83868 -0.64188 +0.54056  Z 0.4867 0.4815 0.0318
   E_main-eps=-0.33868 Ha  E_main-E_lin=-0.16842 Ha = -4.583 eV
d=+0.02: roots/Ha -0.77790 -0.48271 +0.54061  Z 0.8468 0.1213 0.0319
   E_main-eps=-0.27790 Ha  E_main-E_lin=-0.28750 Ha = -7.823 eV
d=-0.02: roots/Ha -0.77335 -0.44727 +0.54062  Z 0.8718 0.0962 0.0319
   E_main-eps=-0.27335 Ha  E_main-E_lin=-0.24456 Ha = -6.655 eV
d=1: error ratio when Delta+Sig(eps) goes -0.02 -> -0.01 Ha: 3.946
a1=0.01 Ha^2: scan points (of 1300) where the step crosses w1: 0
a1=0.001 Ha^2: scan points (of 1300) where the step crosses w1: 222
iterated Newton from eps, d=+0.02: -0.48271 Ha, weight 0.1213
iterated Newton from eps, d=-0.02: -0.77335 Ha, weight 0.8718
a1=0: E0=-0.74031 Ha Z0=0.9685 E_lin-eps=Zbg*Dp=-0.23810 Ha
a1=1e-02: d_half=0.09759  E_lin-eps=-0.07025  E_main-E0=-5.03e-02 Ha
a1=1e-04: d_half=0.00976  E_lin-eps=-0.11417  E_main-E0=-4.19e-04 Ha
a1=1e-06: d_half=0.00098  E_lin-eps=-0.11856  E_main-E0=-4.05e-06 Ha
eta=0.01: d=0.000 Ha  Z_eta=-0.0101
eta=0.01: d=0.005 Ha  Z_eta=-0.0213
eta=0.01: d=0.010 Ha  Z_eta=+0.9524
eta=0.01: d=0.020 Ha  Z_eta=+0.0766
eta=0.01: d=0.100 Ha  Z_eta=+0.4949
min positive Z_eta=0.0738 at d=0.01732 Ha; divergence at d*=0.00980 Ha
NaCl R=4.5 bohr PBE/6-31G: HOMO=-0.18623 LUMO=-0.08995 lowest RPA Omega=0.10000 Ha
HOMO (Mulliken Cl p 0.97, 952 poles): eps=-0.18623 Delta=-0.17078 Sig(eps)=+0.06464 Ha
   Z(eps)=0.8135 E_lin=-0.27257 Ha; roots -0.26384 (Z=0.6112), -0.43019 (Z=0.1691) Ha
   E_main-eps=-0.07761 Ha; E_main-E_lin=+0.00873 Ha = +0.238 eV
   steepest pole: d=+0.20277 Ha a=4.55e-03 Ha^2 a/d^2=0.1108 of -Sig'=0.2293
Cl 3s (Mulliken Cl s 0.99, 1021 poles): eps=-0.61643 Delta=-0.33378 Sig(eps)=-0.26202 Ha
   Z(eps)=0.0051 E_lin=-0.61945 Ha; roots -0.72056 (Z=0.2022), -0.77148 (Z=0.1213) Ha
   E_main-eps=-0.10413 Ha; E_main-E_lin=-0.10111 Ha = -2.751 eV
   steepest pole: d=-0.00196 Ha a=7.52e-04 Ha^2 a/d^2=195.6345 of -Sig'=196.1176
Na 2p (Mulliken Na p 1.00, 1007 poles): eps=-1.09615 Delta=-0.47962 Sig(eps)=+0.08076 Ha
   Z(eps)=0.9015 E_lin=-1.45571 Ha; roots -1.55076 (Z=0.3547), -1.45617 (Z=0.2830) Ha
   E_main-eps=-0.45461 Ha; E_main-E_lin=-0.09505 Ha = -2.586 eV
   steepest pole: d=+1.30834 Ha a=5.34e-02 Ha^2 a/d^2=0.0312 of -Sig'=0.1093
\end{verbatim}
